# Why Stark levels cross in hydrogen but anticross in alkali atoms

## Symmetry and scale

Two levels of one Hamiltonian can cross as a parameter is varied if a conserved quantity keeps the states apart. If nothing but their energy distinguishes them, any coupling pushes them apart. Hydrogen in a static field has a conserved quantity beyond the energy and the angular momentum $m$ about the field. The closed-shell core of an alkali atom destroys it. The gap must therefore vanish with the strength of the core, and for a weak core it is linear in the quantum defects $\delta_l$.

Its size follows from where the core acts. A Rydberg electron of low $l$ has a probability of order $n^{-3}$ of being near the nucleus. For $m=0$ the $s$ state makes up a fraction $1/n$ of each Stark state. The gap is thus of order $\delta_0 n^{-3}n^{-1}=\delta_0/n^4$. The rest of this section supplies the proof, the prefactor and the signs.

Hartree atomic units are used. One spinless, nonrelativistic electron obeys

$$H=\tfrac12p^2-\frac1r+Fz+V_c,$$

where $V_c$ is a short-range spherical core potential, absent in hydrogen. The core itself is not polarized, and escape by tunnelling is neglected. Strictly, every level in a static field is a resonance. The neglect is reasonable well below the barrier. On the axis at $z=-s$ the potential is $-1/s-Fs$, with its top at $s=F^{-1/2}$ and height $-2\sqrt F$.

## Why hydrogen levels pass through each other

Take $\xi=r+z$ and $\eta=r-z$, so that $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$. The Laplacian is

$$\nabla^2=\frac{4}{\xi+\eta}\left(\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta\right)+\frac{1}{\xi\eta}\partial_\phi^2 .$$

Insert $\psi=f_1(\xi)f_2(\eta)e^{im\phi}$ in $(H-E)\psi=0$ with $V_c=0$ and multiply by $-(\xi+\eta)/2$. The Coulomb term becomes the constant $1$, the field term $-F(\xi^2-\eta^2)/4$, and the energy term $E(\xi+\eta)/2$. Everything is now a function of $\xi$ plus a function of $\eta$:

$$(\xi f_1')'+\left[\frac{E\xi}{2}-\frac{m^2}{4\xi}-\frac{F\xi^2}{4}+\beta_1\right]f_1=0,$$
$$(\eta f_2')'+\left[\frac{E\eta}{2}-\frac{m^2}{4\eta}+\frac{F\eta^2}{4}+\beta_2\right]f_2=0,$$

with $\beta_1+\beta_2=1$. Let $n_1$ and $n_2$ count the nodes of $f_1$ and $f_2$. Each energy curve solves its own scalar condition,

$$\beta_1(n_1;E,F)+\beta_2(n_2;E,F)=1 .$$

The condition for one pair $(n_1,n_2)$ contains no reference to any other pair. If two such curves approach, nothing bends them away, and if their difference changes sign they cross.

At the crossing the two states remain distinct. For $F>0$ the $\xi$ equation is a confining Sturm-Liouville problem, so at given $E$, $F$ and $m$ its eigenvalue $\beta_1$ increases strictly with $n_1$. States with different $n_1$ have different $\beta_1$, hence also different $\beta_2$. Their $f_1$ are orthogonal with weight $d\xi$ and their $f_2$ with weight $d\eta$. The volume element contains $(\xi+\eta)\,d\xi\,d\eta$, and each of its two terms leaves one of these vanishing integrals as a factor. The states are therefore orthogonal eigenstates of the full $H$, with no residual coupling.

The symmetry behind this is the conservation of

$$C=A_z-\tfrac12F(x^2+y^2),\qquad \mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\frac{\mathbf r}{r}.$$

First take $F=0$. The Coulomb force is $\dot{\mathbf p}=-\mathbf r/r^3$, and $\mathbf L$ is constant. With $M_{ij}=(\delta_{ij}-r_ir_j/r^2)/r$, the identity $\mathbf r\times\mathbf L=\mathbf r(\mathbf r\cdot\mathbf p)-r^2\mathbf p$ turns the rate of change of the first part of $A_i$ into $\tfrac12\sum_j(M_{ij}p_j+p_jM_{ij})$. Since $\partial_j(r_i/r)=M_{ij}$, the rate of change of $r_i/r$ is the same expression. The two cancel, and $\mathbf A$ is conserved.

Now add the field. Writing out the products gives

$$A_z=z(p_x^2+p_y^2)-(xp_x+yp_y)p_z+ip_z-\frac zr .$$

With $[z,p_z]=i$ and $G=xp_x+yp_y$,

$$[Fz,A_z]=-iFG-F,$$
$$\left[\tfrac12p^2,-\tfrac12F(x^2+y^2)\right]=+iFG+F .$$

The sum is zero, so $[H,C]=0$. A spherical core conserves $L^2$ at zero field but not $C$. In the numerical check the commutator acting on a test function vanishes for hydrogen and is nonzero once a core is added. With both field and core present, $m$ remains conserved, but it does not separate two levels of equal $m$.

## Where the levels meet

For $m=0$ and $F=0$ put $\kappa=\sqrt{-2E}$ and $f_1=e^{-\kappa\xi/2}w$. Then

$$\xi w''+(1-\kappa\xi)w'+(\beta_1-\kappa/2)w=0 .$$

A polynomial of degree $n_1$ requires $\beta_1=\kappa(n_1+\tfrac12)$, and $w$ is the Laguerre polynomial $L_{n_1}(\kappa\xi)$. Adding the condition for $\eta$ gives $\kappa n=1$ with $n=n_1+n_2+1$.

To first order in $F$, at fixed $E$, $\beta_1$ rises by $F\langle\xi^2\rangle/4$ and $\beta_2$ falls by $F\langle\eta^2\rangle/4$. From $xL_j=(2j+1)L_j-(j+1)L_{j+1}-jL_{j-1}$ one finds

$$\langle x^2\rangle=(2j+1)^2+(j+1)^2+j^2=6j^2+6j+2 .$$

Let $k=n_1-n_2$. Because $n_1^2-n_2^2+n_1-n_2=kn$, the condition on the constants becomes

$$\kappa n+\frac{3Fkn}{2\kappa^2}=1 .$$

Hence $\kappa\approx1/n-\tfrac32Fkn^2$, and $E=-\kappa^2/2$ gives

$$E\approx-\frac1{2n^2}+\frac32nkF .$$

States with $k>0$ lie on the side $z>0$ and rise with the field.

The top state of $n$ has $k=n-1$; the bottom state of $n'=n+1$ has $k'=-n$. Their slopes differ by

$$d=\tfrac32[n(n-1)+(n+1)n]=3n^2 .$$

Dividing the zero-field separation $(2n+1)/[2n^2(n+1)^2]$ by $d$ gives

$$F_\times\approx\frac{2n+1}{6n^4(n+1)^2}\;\longrightarrow\;\frac1{3n^5}.$$

Neighbouring levels within a manifold are $3nF$ apart, which at this field is about $1/n^4$. The ratio of the $s$-wave gap to this spacing is therefore set by $\delta_0$ and does not fall with $n$.

## The low-$l$ content of a parabolic state

The core sees the wavefunction near the nucleus. For $m=0$,

$$\psi_k=N e^{-(\xi+\eta)/2n}L_{n_1}(\xi/n)L_{n_2}(\eta/n).$$

The volume element is $\tfrac14(\xi+\eta)\,d\xi\,d\eta\,d\phi$. With $\langle\xi\rangle=n(2n_1+1)$ and $\langle\eta\rangle=n(2n_2+1)$, whose sum is $2n^2$, the norm is $N^2\cdot2\pi\cdot\tfrac14\cdot n^2\cdot2n^2=\pi n^4N^2$. So $N=1/(\sqrt\pi\,n^2)$. Using $L_j(x)\approx1-jx$,

$$\psi_k\approx\frac{1}{\sqrt\pi\,n^2}\left(1-r-\frac knz\right).$$

The first two terms are the $s$ part and the last is the $p$ part. A state displaced to positive $z$ has its larger near-nucleus amplitude on the negative side.

Let $c_l(k)$ be the amplitude of the state $|nl\rangle$ in $\psi_k$, with radial functions chosen positive near the nucleus. The $s$ part is independent of $k$, and the $p$ part is proportional to $-k$. Both the $n$ parabolic states and the $n$ spherical states are orthonormal bases of the manifold, so $\sum_kc_l^2=1$. With $\sum_kk^2=n(n^2-1)/3$,

$$c_0=\frac1{\sqrt n},\qquad c_1=-k\sqrt{\frac{3}{n(n^2-1)}} .$$

Dividing the near-nucleus value of $\psi_k$ by $c_0$ gives $|\psi_{ns}(0)|^2=1/(\pi n^3)$. The same division for the $p$ part gives a squared gradient $(n^2-1)/(3\pi n^5)$. Both follow the $n^{-3}$ law, the second up to a relative correction $1/n^2$.

For $|m|=1$ there is no $s$ part. Each factor now contains $L^1_j$, with $L^1_j(0)=j+1$ and $\int_0^\infty xe^{-x}(L^1_j)^2dx=j+1$. Its normalized squared amplitude at the origin is proportional to $(j+1)^2/(j+1)=j+1$. The volume weight adds $\langle\xi\rangle+\langle\eta\rangle=n(2n_1+2+2n_2+2)=2n^2$, which does not depend on $k$. Since $n_1+n_2=n-2$ here, $c_1^2\propto(n_1+1)(n_2+1)=(n^2-k^2)/4$. Normalizing over $k$ gives

$$c_1^2=\frac{3(n^2-k^2)}{2n(n^2-1)}\qquad(|m|=1).$$

## From quantum defects to the gap

A core changes the field-free levels to

$$E_{nl}=-\frac1{2(n-\delta_l)^2}\approx-\frac1{2n^2}-\frac{\delta_l}{n^3},$$

so for a weak core $\langle nl|V_c|nl\rangle\approx-\delta_l/n^3$. Near the core the binding energy is negligible beside $1/r$. Functions of the same $l$ but different $n$ then have the same shape there and differ by the factor $n^{-3/2}$ found above. Hence

$$\langle nl|V_c|n'l\rangle\approx-\frac{\delta_l}{(nn')^{3/2}} .$$

A spherical core does not mix different $l$. With $s$ and $p$ defects, the coupling of two $m=0$ Stark states is the sum of $c_lc_l'$ times this element:

$$V\approx-\frac{1}{(nn')^2}\left[\delta_0+\frac{3kk'\delta_1}{\sqrt{(n^2-1)(n'^2-1)}}\right].$$

Close to the crossing the two levels are

$$E_\pm=\bar E\pm\sqrt{\tfrac14d^2(F-F_0)^2+V^2},$$

where $F_0$ is the crossing field after the core has shifted each level by its diagonal element. The smallest separation is $2|V|$. For an $s$ defect alone it is $2\delta_0/(nn')^2\approx2\delta_0/n^4$.

The $p$ term carries a sign. The outermost states lie on opposite sides of the nucleus, so $kk'<0$, and defects of equal sign work against each other. At large $n$ the bracket tends to $\delta_0-3\delta_1$. The predicted gap closes at $\delta_1\approx\delta_0/3$ even though the core is present. This closing is an accident of two numbers, and hydrogen's conservation law is not restored: the product $kk'$ differs at other crossings, so the same core leaves gaps there.

For $|m|=1$ the outermost states have $k=n-2$ and $k'=-(n-1)$, so $c_1^2=6/[n(n+1)]$ and likewise for $n'$. The gap is

$$2|V|\approx\frac{2|\delta_1c_1c_1'|}{(nn')^{3/2}}\approx\frac{12|\delta_1|}{n^5},$$

smaller than the $s$-wave gap by a further power of $n$.

## How good the estimate is

Two approximations set the accuracy. First, zero-field amplitudes were used at a finite field. The Coulomb force at the size of the orbit is of order $1/n^4$, so each amplitude changes by a relative amount of order $Fn^4\approx1/(3n)$. The two outermost states change in opposite directions, and for an $s$ core the leading changes cancel in the product. The separated equations give a density at the nucleus, at the crossing field, of $1.031$ times its zero-field value for the top state of $n=10$ and $0.923$ for the bottom state of $n=11$. The gap of a vanishingly weak $s$ core therefore falls short of the formula by 2.5% at $n=10$; the shortfall is 0.6% at $n=20$ and 0.14% at $n=40$, close to $2.3/n^2$. Secondly, the core was treated to first order between two levels. This requires $\delta_l\ll1$, because at the crossing the coupling becomes comparable with the spacing of the other Stark levels as $\delta_l$ grows.

The formula was compared with diagonalization in a large spherical basis, using an explicit short-range core. With defects of $0.01$ the diagonalized gap is $0.965$ of the formula for an $s$ core at $n=10$, and $0.973$ at $n=12$. The ratio is $0.963$ for equal $s$ and $p$ defects and $0.969$ for $m=1$, both at $n=10$. For the $s$ core at $n=10$ the finite field accounts for 2.5 of the 3.5%. The remaining 1% has the size expected from the finite defect, since an $s$ defect of $0.1$ gives a ratio of $0.866$. The causes in the other cases were not separated. For $\delta_0=0.01$ the closing is predicted at $\delta_1=0.00404$, where the gap falls below 1% of its $s$-only value. The diagonalized gap closes, to numerical accuracy, at the slightly smaller value $\delta_1\approx0.00402$, whose last digit moves by one with the shape of the core.

Larger defects expose the limit. At hydrogen's crossing field for $n=10$, the two levels are $2.61\times10^{-5}$ apart for $\delta_0=0.2$, where the formula gives $3.31\times10^{-5}$. For $\delta_0=0.4$ the figures are $4.18\times10^{-5}$ and $6.61\times10^{-5}$. The smallest gap cannot exceed the separation at this chosen field, so the formula is too large by at least these differences. It matches these separations within a factor of two; the smallest gaps themselves were not located for these defects.

Defects above one half need a reduction first. Outside the core, a defect appears as a phase $\pi\delta_l$ of the radial wave, and each whole unit in $\delta_l$ merely reverses its sign once and shifts the label $n$ by one. The number to insert is therefore the signed distance of $\delta_l$ from the nearest integer. If that distance is not small, the formula again gives only the scale.

## Worked example

Take a model alkali atom with $\delta_0=0.1$, $\delta_1=0.01$, $n=10$, $n'=11$ and $m=0$, so $k=9$ and $k'=-10$.

**Crossing without the core.** The linear Stark effect gives $F_\times=21/(6\cdot10^4\cdot121)=2.893\times10^{-6}$. The separated equations give $2.867\times10^{-6}$, or 14.7 kV/cm, which is 0.9% lower. The asymptotic form $1/(3n^5)=3.33\times10^{-6}$ is 16% too high at this $n$. The levels meet at $E=-4.62\times10^{-3}$, below the barrier top at $-3.39\times10^{-3}$. Their separation constants are far apart, $\beta_1=0.952$ and $0.048$. The spherical basis, which has no built-in knowledge of parabolic separation, gives a hydrogen gap of $6\times10^{-15}$, zero to numerical accuracy.

**Gap with the core.** The $p$ factor is

$$\frac{3\cdot9\cdot(-10)}{\sqrt{99\cdot120}}=-2.477,$$

so the bracket is $0.1-0.0248=0.0752$ and

$$2|V|\approx\frac{2\times0.0752}{110^2}=1.24\times10^{-5},$$

or 82 GHz. Diagonalization gives $1.05\times10^{-5}$, or 69 GHz, which is 16% below the estimate.

**Shift of the crossing.** The diagonal core elements are $-[\delta_0+3k^2\delta_1/(n^2-1)]/n^4$, or $-1.25\times10^{-5}$ for the top state of $n=10$ and $-0.85\times10^{-5}$ for the bottom state of $n=11$. The rising level is lowered more, by $0.4\times10^{-5}$. Divided by $d=300$, this moves the meeting point up by about $1.3\times10^{-8}$. The diagonalized minimum lies at $2.878\times10^{-6}$, a shift of $1.0\times10^{-8}$.

**Exchange of character.** At a field 3% below the minimum the lower level has $\langle z\rangle=117$; at 3% above it has $-160$. The lower level has changed from the rising hydrogenic state to the falling one, with the electron moved to the other side of the nucleus.

## Consequences for practice

The anticrossing occupies a field interval of about $2|V|/d$. In the example this is $1.05\times10^{-5}/300=3.5\times10^{-8}$, or 1.2% of the field. If $F$ varies across the sample by more than this, the curved shape of the two levels is blurred. The gap in energy is not filled by these two levels, however, because the lower one has a maximum near the anticrossing and the upper one a minimum.

A field ramp transfers the electron from one side of the atom to the other if it is slow. The time spent in the anticrossing, $(2|V|/d)/\dot F$, must be long compared with $1/(2|V|)$, which requires $\dot F\ll4V^2/d$. A ramp much faster than this leaves the electron in its original hydrogenic state, as though the levels crossed. Since $V^2$ scales as $\delta_0^2/n^8$ and $d$ as $n^2$, the dividing ramp rate falls as $n^{-10}$ for an $s$-wave gap.

For a quick estimate, add the $s$ and $p$ contributions with their signs before taking the modulus. This suffices only if the defects of higher $l$ are negligible: at $n=10$ a $d$ defect of $0.01$ alone opens a gap of $4.5\times10^{-6}$, 2.7 times the $s$-wave formula for the same defect. If the $s$ and $p$ contributions nearly cancel, or if a reduced defect exceeds about $0.1$, diagonalize the full matrix instead. For $m=0$ the second condition holds in every real alkali atom: the $s$ defects of Li, Na, K and Rb are about $0.40$, $1.35$, $2.18$ and $3.13$, and the $p$ defect of Cs is about $3.6$. There the formula gives only the scale. With lithium-like defects ($\delta_0=0.40$, $\delta_1=0.047$, $\delta_2=0.002$) at $n=10$ it gives $4.7\times10^{-5}$, while the smallest diagonalized gap is about $2.8\times10^{-5}$. Spin-orbit coupling, important in the heavier alkalis, is not in the model. Such a calculation should first be run with the core removed: any hydrogen gap that remains signals an error of the basis, because the true one is zero within the model used here. A vanishing gap does not certify the basis. With only the manifolds $n=10$ and $11$ the hydrogen gap is below $10^{-12}$, yet the crossing field is off by about 4% and the gap for $\delta_0=0.01$ is about 30% above the large-basis value. The crossing field should therefore be compared with the separated equations as well.

## Computed results

```
commutator [H,C] on test function, hydrogen: 0
same with core -exp(-r) (a.u.): 0.4979
n = 10, n' = 11, m = 0, k = 9, k' = -10
crossing field, 1/(3 n^5) (a.u.): 3.3333e-06
crossing field, linear Stark effect (a.u.): 2.8926e-06
crossing field, separated equations (a.u.): 2.8673e-06
crossing field, separated equations (kV/cm): 14.74
F n^4 at crossing: 0.0287
energy at crossing (a.u.): -4.620095e-03
barrier top -2 sqrt(F) (a.u.): -3.386615e-03
beta1 of top n=10 state: 0.9521
beta1 of bottom n=11 state: 0.0482
hydrogen gap, spherical basis (a.u.): 6.1e-15
s share of n=10, k=9: 0.1000
p share of n=10, k=9: 0.2455
core element / formula, s and p: 1.005 0.996
weak-core defect used in tests: 0.01
gaps in a.u.: diagonalized, formula, ratio
  s only, n=10: 1.595e-06 1.653e-06 0.965
  s only, n=12: 7.993e-07 8.218e-07 0.973
  s and p equal, n=10: 2.352e-06 2.442e-06 0.963
  m=1, p only, n=10: 8.362e-07 8.632e-07 0.969
p defect predicted to close the gap: 0.00404
gap left there (a.u.): 8.08e-09
gap left there / s-only gap: 0.005
example defects d0, d1: 0.1 0.01
example core strengths A0, A1 (a.u.): 0.4610 0.0478
example field of smallest gap (a.u.): 2.8776e-06
example gap, formula (a.u.): 1.243e-05
example gap, diagonalized (a.u.): 1.049e-05
example gap, formula (GHz): 81.8
example gap, diagonalized (GHz): 69.0
example diagonalized / formula: 0.843
<z> of lower level, 3% below that field (a.u.): 117.0
<z> of lower level, 3% above that field (a.u.): -160.5
larger s defects, level separation at hydrogen's crossing field (a.u.)
  d0=0.2: diagonalized 2.606e-05, formula 3.306e-05
  d0=0.4: diagonalized 4.182e-05, formula 6.612e-05
```
